Quantum-well levels and preferred layer numbers in ultrathin metal films

**A film with one occupied level**

Take electrons confined between two hard walls a distance L apart and free to move parallel to them. They exchange freely with a reservoir at fixed Fermi energy μ = kF²/2. Hartree atomic units are used in the derivations, energies are measured from the well bottom, and the temperature is zero until stated otherwise. Motion across the film has the levels

e_n = (nπ/L)²/2, n = 1, 2, 3, …

Each level carries a two-dimensional band with 1/π states per unit area and energy, both spins included. Its contribution to the grand potential per area (energy minus μ times electron number) is

Ω_n = ∫ from e_n to μ of (e − μ)/π de = −(μ − e_n)²/(2π).

Measure the width in units of π/kF by writing u = kF L/π, so that e_n = μn²/u². For u between 1 and 2 one level is occupied. The outward push of the electrons on the walls is then

p = −dΩ/dL = (kF⁵/2π²)(u⁻³ − u⁻⁵).

The bracket is 0 at u = 1, climbs to 0.186 at u = 1.29, and has dropped to 0.094 at u = 2, where the second level begins to fill and the push recovers. In the bulk it would be 2/15 = 0.133, as the derivation below confirms. Where the push exceeds the bulk value, widening lowers the energy relative to bulk metal; where it falls short, widening raises it. The excess energy therefore has a maximum near u = 1.10 and a minimum near u = 1.70. The minimum lies between crossings, and each new crossing starts another cycle.

**Why crossings produce the oscillation**

A level that reaches μ enters the energy quadratically, so Ω and its slope are continuous. The curvature is not. With de_n/dL = −2e_n/L = −kF²/L at the crossing, the new level adds

jump of d²Ω/dL² = −(1/π)(de_n/dL)² = −kF⁴/(πL²).

A finite-difference estimate from the level sum at the ninth crossing gives 0.998 of this value; the remainder is the error of the finite step. To isolate the cause, widen a film from 10 to 15 periods at fixed μ. The excess energy shows five minima. If the ten levels occupied at the start are the ones kept in the sum throughout, one minimum remains. The repetition comes from the crossings.

**The oscillating energy**

With k = πn/L, the total is

Ω = −(1/8π) Σ (kF² − k²)², summed over n ≥ 1 with k < kF.

The summand is even in n, so Poisson summation turns the sum into −½ of the n = 0 term, plus the integral over n from 0, plus twice the integrals weighted with cos(2πsn), s = 1, 2, … Since dn = (L/π)dk and ∫₀^kF (kF² − k²)² dk = 8kF⁵/15,

Ω = −L kF⁵/(15π²) + kF⁴/(16π) + Ω_osc,

Ω_osc = −(L/4π²) Σ_s ∫₀^kF (kF² − k²)² cos(2sLk) dk.

The first term is the bulk energy. Its push kF⁵/(15π²) equals (kF⁵/2π²)(2/15), the value used above. The second term is a surface energy independent of L.

For the third, call the polynomial g and set a = 2sL. Repeated integration by parts gives

∫ g cos(ak) dk = [g sin/a + g′ cos/a² − g″ sin/a³ − g‴ cos/a⁴ + g⁗ sin/a⁵].

At k = kF, g = g′ = 0, g″ = 8kF², g‴ = 24kF and g⁗ = 24. At k = 0 the odd derivatives and the sines vanish. Hence

Ω_osc = (kF²/4π²L²) Σ sin(2skF L)/s³ + (3kF/8π²L³) Σ cos(2skF L)/s⁴ − (3/16π²L⁴) Σ sin(2skF L)/s⁵.

Every term repeats when kF L grows by π, apart from the slowly falling prefactors. For kF L ≫ 1 the first sum dominates, except close to its zeros, which lie at the crossings and midway between them.

Let x be the fractional part of kF L/π, the part of a period elapsed since the last crossing. Start from Σ sin(2πsx)/s = π(½ − x) for 0 < x < 1. One integration, with the constant fixed by zero average, gives Σ cos(2πsx)/s² = π²(x² − x + 1/6). A second, starting from x = 0, gives

Σ sin(2πsx)/s³ = (2π³/3)(x³ − 3x²/2 + x/2).

The extrema obey x² − x + 1/6 = 0, so x = (1 ± 1/√3)/2. The upper root, 0.789, is the minimum. There the cubic equals −√3/36, and the oscillation has amplitude

A = √3 π kF²/(216 L²).

The favoured width of a thick film thus lies about 0.21 period before the next crossing. For a film about 60 periods wide the direct sum puts the minimum at x = 0.786.

**Soft walls move the phase but not the period**

A real surface lets the wave function leak out. Take a symmetric square well of width w and depth V₀ = k₀²/2, with decay constant κ = √(k₀² − k²) outside. Matching gives k tan(kw/2) = κ for even states and −k cot(kw/2) = κ for odd ones. With sin α = k/k₀, and so cot α = κ/k, these become kw/2 = π/2 − α and kw/2 = π − α, up to multiples of π. Both are contained in

kw + 2 arcsin(k/k₀) = nπ.

At a crossing k = kF, and the arcsine does not depend on w. Successive crossings are therefore still π/kF apart. The same holds for any surface whose reflection phase depends on energy but not on film width.

The leading energy follows by repeating the integration by parts with n as variable. Now dn/dk = W/π at the Fermi energy, where

W = w + 2/√(k₀² − kF²).

The second derivative of g with respect to n at the endpoint is 8kF²π²/W². The leading term keeps its form, with L² replaced by W² and x by the fractional part of [kF w + 2 arcsin(kF/k₀)]/π.

**Neutral films**

A film of N layers with spacing d has ionic thickness D = Nd and must hold n₀D electrons per area, where n₀ = kF³/(3π²). The electron number at fixed μ is Σ(kF² − k²)/(2π). Its non-oscillating part, again an integral minus half the n = 0 term, is

w kF³/(3π²) + 2I/π² − kF²/(4π), I = ∫₀^kF k arcsin(k/k₀) dk.

Setting this equal to n₀D gives w = D + b, with the constant offset

b = (3π²/kF³)[kF²/(4π) − 2I/π²].

For hard walls I = 0 and b = 3π/(4kF).

What remains is the oscillating misfit in electron number,

δN = −∂Ω_osc/∂μ ≈ −(kF/2π²L) Σ cos(2πsx)/s²,

written here for hard walls. Restoring neutrality shifts the Fermi level slightly and costs (δN)²/(2G), where G ≈ kF L/π² is the density of states per area. At a crossing the sum is π²/6, so δN = −kF/(12L) and the cost is π²kF/(288L³). This falls faster than the oscillation, so for thick films the result at fixed μ carries over to fixed electron number.

The well is held rigid in all this. Self-consistent changes of the potential are left out.

**From width to layer number**

A growing film cannot choose its width freely. It can, however, roughen: of two equal patches N layers high, one can pass a layer to the other. The energy cost is

Δ₂(N) = E(N+1) + E(N−1) − 2E(N).

Terms constant or linear in N cancel, so bulk and surface energies drop out. A height is locally stable if Δ₂ > 0. Each layer advances the phase by ν = kF d/π. If the slow change of amplitude is ignored,

sin 2πs(x+ν) + sin 2πs(x−ν) − 2 sin 2πsx = −4 sin²(πsν) sin 2πsx.

Three cases follow.

- If ν is a whole number, every layer lands on the same phase and the selection vanishes at this order.
- If ν is half-integer, the first harmonic alternates between odd and even layer numbers, unless the phase happens to sit on one of its zeros.
- Otherwise the pattern recurs, on average, once per beat period of 1/|ν − nearest integer| layers. The repeat after one beat is exact only if the beat is a whole number of layers. Close to a half-integer ν this beat is just the odd–even alternation, and the favoured parity switches about every 1/|2ν − nearest odd integer| layers, roughly 8 layers for ν = 1.44.

The first harmonic makes a height stable when sin 2πx < 0, that is, in the half period before a crossing.

**How large: a copper-like film**

Consider a free-standing fcc-Cu(001) film with one free electron per atom. The lattice constant, 0.361 nm, and the work function, 4.6 eV, are rough typical values. They give d = 0.1805 nm, kF = 13.60 nm⁻¹, μ = 7.05 eV, V₀ = 11.65 eV and b = 0.050 nm. The crossing period is π/kF = 0.231 nm (4.36 bohr). The phase advance is ν = 0.1805/0.2309 = 0.782, and the beat is 1/(1 − 0.7816) = 4.58 layers.

For nine layers, w = 9 × 0.1805 + 0.0500 = 1.675 nm. With kF/k₀ = √(7.051/11.651) = 0.778, the phase is

(13.604 × 1.6745 + 2 × 0.891)/π = 7.82.

Seven subbands are occupied and the eighth is 0.18 period away, close to the best position. Since √(k₀² − kF²) = 13.604 × √(4.6/7.051) = 10.99 nm⁻¹, the effective width is W = 1.675 + 0.182 = 1.857 nm. In ordinary units kF² becomes 2μ, and with 0.06516 nm² per surface atom the amplitude is

A = √3 π × 2 × 7.051 eV × 0.06516/(216 × 1.857²) = 6.7 meV per surface atom.

The full level sum at fixed electron number gives an excess of −6.5 meV. With +3.6 meV at eight layers and −2.9 meV at ten, the splitting cost is

Δ₂(9) = 3.6 − 2.9 + 2 × 6.5 = 13.7 meV,

or 13.6 meV before rounding. Between 5 and 20 layers the leading law misses the full sum by at most 0.8 meV per surface atom. That is small beside the excess at five layers, −15.8 meV, but not beside the 1 to 4 meV found at many of the larger heights.

The locally stable heights in this range are 5, 9, 10, 13, 14, 18 and 19 layers, in groups that follow the beat. The half-period rule agrees with the computed sign of Δ₂ for 98.9 % of the heights from 30 to 120 layers. It can fail near its edges: the 15-layer film has x = 0.508 but Δ₂ = −0.4 meV. The numerical output lists all the heights.

Hard walls give the same list plus the 8-layer film. The small difference reflects a compensation. Softening the walls reduces the neutral width by 0.123 nm, which takes 0.53 period off the phase, while penetration adds 0.57. Before rounding, the net shift is 0.034 period.

**Temperature**

At temperature T the grand potential is the zero-temperature one averaged over μ with the thermal weight −df/de, f being the Fermi function. A shift ε of the Fermi energy changes the phase of harmonic s by 2sLε/kF. The average multiplies that harmonic by

X/sinh X, X = 2πsL k_BT/kF.

At 300 K the first harmonic keeps 98 % of its strength at 10 layers and 94 % at 20. Thermal smearing of the Fermi edge is therefore a minor loss here.

Thermal roughening is a separate matter. At the stable heights the splitting cost is between 1 and 18 meV per surface atom, below k_BT = 26 meV, but it adds up over a patch. Dividing k_BT by Δ₂ gives 1.4 atoms at five layers (17.9 meV) and about seven at 18 layers (3.6 meV). Patches this small are narrower than the film is thick, so the energy per area does not apply to them. The numbers show only that any patch wide enough to have its own subbands costs far more than k_BT. The energy of the steps around a patch is not included.

**Local stability is not global stability**

A film that resists exchanging one layer may still lower its energy by a larger rearrangement. The excess tends to zero in very thick metal, so a film can leave most of its area at a strongly favoured small height and gather the surplus in a few tall islands. In the example, take five layers plus 400-layer islands as the alternative. Each film of 6 to 20 layers would gain at least 9.1 meV per surface atom by this route. The nine-layer film shows why: going from −6.5 to −15.8 meV gains 9.3 meV, and the islands, on about 1 % of the area, forgo some 0.2 meV of it. The energy of the islands' side faces is left out, which is justified only for islands much wider than they are tall. Tall islands are not even needed: a nine-layer film already gains about 2 meV per surface atom by splitting into equal areas of 5 and 13 layers. In this model, the preferred heights from nine layers up therefore need mass transport that can trade single layers but cannot complete such larger rearrangements. Films thinner than five layers are left out of this comparison, so it does not show that five layers is itself globally stable.

**Comparison with real copper**

The density and work function are ordinary for copper; the spherical Fermi surface is not. On Cu(001) the long beat associated with states at the zone centre is roughly 6 layers, against 4.6 here. The discrepancy is large because the beat depends on the small difference 1 − ν. At fixed layer spacing, a 5 % larger kF lengthens the beat to 5.6 layers, and 6.6 % gives 6. Copper's Fermi surface also has necks, which add a second, shorter beat. A substrate changes one reflection phase and can strain the film. The heights listed above therefore illustrate the mechanism and do not predict which copper films are stable.

**What to do about it**

To estimate favoured heights for a given film, take kF along the growth direction from a band calculation or from measured quantum-well levels, not from the electron density alone. This suffices only when one extremal diameter of the Fermi surface dominates and is a maximal one, with subbands that disperse upward in the plane as here. For a minimal diameter the sign reverses and the energy minimum moves to x ≈ 0.21. Others, such as those at copper's necks, add beats of their own and must then be included. A small relative error in kF is magnified in the beat by about ν/|ν − nearest integer|, a factor of 3.6 in the example. For the odd–even switch near a half-integer ν the factor is 2ν/|2ν − nearest odd integer|, which is 24 at ν = 1.44. Then fix the phase from one observed crossing on the actual substrate and with the actual surface termination, because a cap or an adsorbate can shift it.

Where the electronic term outweighs strain and step energies, aim the deposited amount at a height with x well inside ½ < x < 1, where the level nearest the Fermi energy lies above it, since the rule can fail near its edges. When ν lies just below a whole number, as in the example, x falls from layer to layer and the nearest level appears to rise with thickness. The stable heights then come just after the layer at which a level passes upward through the Fermi energy. Keep any anneal mild enough to prevent rearrangements over more than one layer, not only the growth of tall islands. If the deposited amount falls between stable heights, expect a mixture, but not always of the two nearest ones: in the example, patches of 10 and 13 layers lower their energy by trading one layer to become 9 and 14. If ν is close to a whole number, or the film is so thick that Δ₂ has become small beside the strain and step energies, this mechanism offers little control over thickness.

Computed results

```
Lattice constant (rough input): 0.361 nm
Work function (rough input): 4.6 eV
Temperature (input): 300 K
Layer spacing: 0.1805 nm
Area per surface atom: 0.06516 nm^2
Electron density: 85.02 nm^-3
Fermi wave number: 13.604 nm^-1
Fermi energy above well bottom: 7.051 eV
Barrier height above well bottom: 11.651 eV
Width period pi/kF: 0.2309 nm = 4.3641 bohr
Crossing spacings by diagonalization: 0.2309 0.2309 0.2309 nm
Neutral width offset, hard wall: 0.1732 nm
Neutral width offset, finite barrier: 0.0500 nm
Phase at zero layers, hard wall: 0.7500 periods
Phase at zero layers, finite barrier: 0.7839 periods
Phase advance per layer: 0.7816 periods
Beat period: 4.58 layers
Beat period from exact costs: 4.58 layers
Curvature jump, computed/derived: 0.9976
Minima in 5 periods, real / frozen levels: 5 / 1
Phase of minimum, computed / derived: 0.7865 / 0.7887 periods
Stable layers late in period (30-120 layers): 98.9 % agreement
Columns: layers | phase (periods) | occupied subbands | excess (meV/atom) | split cost (meV/atom)
  5 |   4.692 |   4 |  -15.778 |   17.897
  6 |   5.473 |   5 |    1.287 |   -8.357
  7 |   6.255 |   6 |    9.995 |  -15.108
  8 |   7.037 |   7 |    3.595 |   -3.677
  9 |   7.818 |   7 |   -6.482 |   13.629
 10 |   8.600 |   8 |   -2.930 |    2.008
 11 |   9.381 |   9 |    2.630 |   -4.258
 12 |  10.163 |  10 |    3.932 |   -6.714
 13 |  10.945 |  10 |   -1.480 |    4.031
 14 |  11.726 |  11 |   -2.861 |    4.071
 15 |  12.508 |  12 |   -0.171 |   -0.397
 16 |  13.289 |  13 |    2.123 |   -3.082
 17 |  14.071 |  14 |    1.334 |   -2.270
 18 |  14.853 |  14 |   -1.724 |    3.641
 19 |  15.634 |  15 |   -1.141 |    1.200
 20 |  16.416 |  16 |    0.641 |   -0.988
Locally stable layers, finite barrier: 5 9 10 13 14 18 19
Locally stable layers, hard wall: 5 8 9 10 13 14 18 19
Largest error of leading law, 5-20 layers: 0.795 meV/atom
Excess at 10 layers, fixed Fermi level: -2.988 meV/atom
Lowest excess in table: 5 layers
Least gain by 5-layer film plus 400-layer islands: 9.136 meV/atom
Thermal factor of first harmonic, 10 layers: 0.984
Thermal factor of first harmonic, 20 layers: 0.944
Thermal energy kT: 25.85 meV
Patch for which largest split cost equals kT: 1.4 atoms
Beat period if kF is 5 % larger: 5.58 layers
kF increase giving a 6-layer beat: 6.6 %
```
